# Occupation of a Two-State Oxide Defect under Fast Gate Switching

**Q.** A defect in the gate oxide charges while the gate is at stress and discharges while it is at rest. If I switch quickly between the two, I expect its mean charge to be the time average of the two static charges. Before you disagree, tell me what you mean by the defect.

**A.** I mean a hole trap with two states, neutral and positive. Let $p(t)$ be the probability that it is positive. A neutral trap captures a hole with probability $c\,dt$ in a short time $dt$, and a positive trap emits one with probability $e\,dt$. Then

$$p(t+dt)=p(t)\,[1-e(t)\,dt]+[1-p(t)]\,c(t)\,dt .$$

The first term counts positive traps that stay positive, the second neutral traps that become positive. Subtracting $p(t)$ and dividing by $dt$ gives

$$\frac{dp}{dt}=c(1-p)-ep=c-rp,\qquad r=c+e. \tag{1}$$

I make three assumptions about the trap. There are no further internal states, so the trap has no memory beyond its charge. The rates at time $t$ depend on the gate voltage at that time, without delay. Changes in the charge of other traps do not alter its rates.

At a fixed gate voltage, $dp/dt=0$ gives the static occupation $c/r$. Your proposal averages this quantity over time. Equation (1) must decide whether that is right.

**Q.** With a periodic gate the occupation never settles. Why should there be a steady value at all?

**A.** There is a steady cycle. Let the rates have period $T$, and write $\langle\cdot\rangle$ for the average over one period. Take two solutions of (1) with different starting values. In their difference $u$ the source term $c$ cancels, so $du/dt=-ru$ and

$$u(T)=u(0)\,e^{-\langle r\rangle T}. \tag{2}$$

One period therefore maps the starting occupation linearly, $p(T)=A+m\,p(0)$, with $m=e^{-\langle r\rangle T}<1$ when $\langle r\rangle>0$. The map has one fixed point, $p(0)=A/(1-m)$. Starting there, the trap returns to the same occupation after each period. Any other start approaches this cycle by the factor $m$ per period, that is, with relaxation time $\tau=1/\langle r\rangle$ when observed once per period. No assumption about the size of $T$ was needed.

**Q.** That proves that a cycle exists, not what its occupation is.

**A.** Average (1) over the cycle. The left side vanishes, because $p$ returns to its starting value:

$$\langle c\rangle=\langle rp\rangle. \tag{3}$$

If $p$ barely changes during a period, it can be taken out of the average on the right. This gives the value

$$p^*=\frac{\langle c\rangle}{\langle r\rangle}=\frac{\langle c\rangle}{\langle c\rangle+\langle e\rangle}. \tag{4}$$

For a gate that spends a fraction $d$ of the period in a high phase $H$ and $1-d$ in a low phase $L$,

$$p^*=\frac{d\,c_H+(1-d)\,c_L}{d\,(c_H+e_H)+(1-d)(c_L+e_L)}. \tag{5}$$

The rates are averaged, not the times. An effective capture time, for instance, obeys $1/\tau_c=d/\tau_{c,H}+(1-d)/\tau_{c,L}$.

To compare this with your proposal, write $c_j=r_jp_j$, where $p_j$ is the static occupation in phase $j$:

$$p^*=\frac{d\,r_Hp_H+(1-d)\,r_Lp_L}{d\,r_H+(1-d)\,r_L}. \tag{6}$$

Each static occupation is weighted by duration times total rate. A phase in which the trap responds quickly counts for more. Your average follows if $r_H=r_L$, or trivially if $p_H=p_L$.

**Q.** You assumed that $p$ barely changes and then computed the value at which it barely changes. How large is the error?

**A.** Let $S$ be the difference between the largest and smallest $p$ in the cycle. By (3) and (4), $\langle r\rangle p^*=\langle rp\rangle$. Subtract $\langle r\rangle p(t)$ from both sides at some chosen time $t$, and divide by $\langle r\rangle$:

$$p^*-p(t)=\frac{\langle r(s)\,[p(s)-p(t)]\rangle_s}{\langle r\rangle}. \tag{7}$$

The right side is a weighted mean of differences, with non-negative weights. No difference exceeds $S$ in size, so $|p(t)-p^*|\le S$.

Now bound $S$ from the rates. Going from the minimum to the next maximum takes at most one period, and the rise is

$$S=\int[c(1-p)-ep]\,dt\le\int c\,dt\le T\langle c\rangle .$$

Going from the maximum to the next minimum, the fall is

$$S=\int[ep-c(1-p)]\,dt\le\int e\,dt\le T\langle e\rangle .$$

Both hold, so at every time in the cycle

$$|p(t)-p^*|\le T\min(\langle c\rangle,\langle e\rangle)
=\langle r\rangle T\,\min(p^*,1-p^*). \tag{8}$$

The last form uses $\langle c\rangle=\langle r\rangle p^*$ and $\langle e\rangle=\langle r\rangle(1-p^*)$. The condition $\langle r\rangle T\ll1$ thus makes the error small relative to both $p^*$ and $1-p^*$. This is the precise meaning of switching much faster than the trap times.

**Q.** Is it enough that the period is short compared with the capture time under stress?

**A.** Not for a small relative error. A high emission rate in the low phase can make $\langle r\rangle T$ large even if capture is slow. The absolute error may still be small, since the trap is then nearly always neutral, but (8) no longer promises an accurate value of that small occupation.

The condition is sufficient, not necessary. If $c/r$ has the same value at all times, the constant $p=c/r$ solves (1) for any period.

**Q.** I would like to see a case in which your average and mine differ. Where do its rates come from?

**A.** From a simple barrier model, separate from the argument so far. I use atomic units in the algebra, so the hole has charge $+1$. Let $D$ be the energy of the positive trap minus that of the neutral trap with the hole still in the channel. The channel is represented by one level at its Fermi energy. The oxide field $F$ is uniform and counted positive when it points from the channel towards the gate. Moving the hole a distance $z$ along it lowers its energy by $Fz$, so

$$D=D_0-Fz. \tag{9}$$

I keep $D_0$ fixed. This neglects the change of band bending in the channel with gate voltage. In a silicon transistor that change would shift $D$ by a further 0.1 to 0.2 eV between the two fields used below, several times the thermal energy, so the numbers that follow illustrate the argument and do not describe a device.

Let a scaled coordinate $q$ describe the displacement of the surrounding atoms. Take two parabolas of equal curvature,

$$V_0=Rq^2,\qquad V_+=R(q-1)^2+D,$$

where $R$ is the relaxation energy. They cross where $Rq^2=Rq^2-2Rq+R+D$, hence at $q_\times=(R+D)/(2R)$. Capture starts from the minimum of $V_0$, at zero energy, so its barrier is

$$B_c=Rq_\times^2=\frac{(R+D)^2}{4R}. \tag{10}$$

Emission starts from the minimum of $V_+$, at energy $D$:

$$B_e=B_c-D=\frac{R^2+2RD+D^2-4RD}{4R}=\frac{(R-D)^2}{4R}. \tag{11}$$

For $|D|<R$ the crossing lies between the two minima. I treat the atomic motion classically and give both processes the same field-independent prefactor $k_0$, which includes the tunnelling of the hole:

$$c=k_0e^{-B_c/kT_{\rm lat}},\qquad e=k_0e^{-B_e/kT_{\rm lat}}.$$

Here $T_{\rm lat}$ is the lattice temperature. The classical form needs a vibrational quantum small compared with $kT_{\rm lat}$. For a single mode of 50 meV at 400 K, nuclear tunnelling would nearly double the two dominant rates of the example below, while changing $p^*$ by only about 0.003. Since $B_c-B_e=D$, the ratio $c/e=e^{-D/kT_{\rm lat}}$ is that of thermal equilibrium at fixed gate voltage.

**Q.** Now the numbers, please.

**A.** I choose round model parameters: $R=2$ eV, $D_0=0.5$ eV, $z=10$ angstrom, $k_0=10^6$ s$^{-1}$ and 400 K, for which $kT_{\rm lat}=0.0345$ eV. The fields are 0.07 and 0.02 V/angstrom. Then

$$D_H=0.5-0.7=-0.2\ \text{eV},\qquad D_L=0.5-0.2=0.3\ \text{eV}.$$

In the high phase the barriers are $1.8^2/8=0.405$ eV for capture and $2.2^2/8=0.605$ eV for emission. In the low phase they are $2.3^2/8=0.661$ eV and $1.7^2/8=0.361$ eV. The rates, in s$^{-1}$, are

$$c_H=7.893,\quad e_H=0.024,\quad c_L=0.005,\quad e_L=28.083 .$$

The static occupations are 0.997 and 0.0002. At half duty your average is therefore 0.499. The averaged rates, in s$^{-1}$, are

$$\langle c\rangle=\frac{7.893+0.005}{2}=3.949,\qquad
\langle e\rangle=\frac{0.024+28.083}{2}=14.054,$$

and

$$p^*=\frac{3.949}{3.949+14.054}=0.219 .$$

This is less than half of your value. Equation (6) gives the reason: the total rate is 28.09 s$^{-1}$ in the low phase but 7.92 s$^{-1}$ in the high phase, so the low phase has the greater weight.

At 10 kHz, $\langle r\rangle T=0.0018$. The bound (8) on the absolute error is $3.9\times10^{-4}$. The relaxation time is $\tau=1/18.002\ \text{s}^{-1}=0.0555$ s, or $2.30\times10^{15}$ atomic units of time. This is about 560 periods. Reducing the distance from the cycle to 1% of its starting value takes $\ln 100=4.6$ relaxation times, or about 2600 periods.

**Q.** A bound does not show how the result fails as I lower the frequency. Can the square wave be solved without assuming a short period?

**A.** Yes. Let $u$ be the occupation at the end of the low phase and $v$ that at the end of the high phase. Put $x=r_HdT$, $y=r_L(1-d)T$, $a=e^{-x}$ and $b=e^{-y}$. In each phase $p$ relaxes exponentially towards its static value:

$$v=p_H(1-a)+au,\qquad u=p_L(1-b)+bv.$$

Inserting each equation in the other gives

$$v=\frac{p_H(1-a)+p_La(1-b)}{1-ab},\qquad
u=\frac{p_L(1-b)+p_Hb(1-a)}{1-ab}.$$

Add and subtract these, collecting the factors of $p_H$ and $p_L$:

$$u+v=\frac{p_H(1-a)(1+b)+p_L(1-b)(1+a)}{1-ab},$$
$$v-u=\frac{(p_H-p_L)(1-a)(1-b)}{1-ab}.$$

Now set $X=\tanh(x/2)=(1-a)/(1+a)$ and $Y=\tanh(y/2)=(1-b)/(1+b)$. Their sum is

$$X+Y=\frac{(1-a)(1+b)+(1-b)(1+a)}{(1+a)(1+b)}=\frac{2(1-ab)}{(1+a)(1+b)} .$$

Using this to eliminate $1-ab$, we find

$$\frac{u+v}{2}=\frac{p_HX+p_LY}{X+Y},\qquad
v-u=\frac{2(p_H-p_L)XY}{X+Y}. \tag{12}$$

For a short period $X\approx x/2$ and $Y\approx y/2$, and the midpoint becomes (6). For a long period $X$ and $Y$ tend to 1. Then $u\to p_L$ and $v\to p_H$, and the trap follows the gate. Most of each phase is then spent near its static value, so the time average tends to $d\,p_H+(1-d)p_L$. Your proposal is the slow limit.

**Q.** How quickly does the fast limit set in?

**A.** Use $\tanh(x/2)=(x/2)(1-x^2/12+\dots)$. The weight of $p_H$ in the midpoint is

$$\frac{X}{X+Y}\approx\frac{x(1-x^2/12)}{(x+y)[1-(x^2-xy+y^2)/12]}
\approx\frac{x}{x+y}\left[1+\frac{y(y-x)}{12}\right],$$

where $x^3+y^3=(x+y)(x^2-xy+y^2)$ was used. Since the weights add to one,

$$\frac{u+v}{2}-p^*\approx(p_H-p_L)\frac{xy(y-x)}{12(x+y)}. \tag{13}$$

Both $x$ and $y$ are proportional to $T$, so this error is of order $T^2$, while the swing $v-u$ is of order $T$. In a numerical integration of (1), halving a short period reduced them by factors of 3.998 and 1.999. The midpoint is not the time average over the cycle. In the example the time average also departs from $p^*$ at order $T^2$, by about half as much.

In the example the occupation runs between 0.2192 and 0.2195 at 10 kHz, and between 0.204 and 0.235 at 100 Hz. At 10 Hz, where $\langle r\rangle T=1.8$, it runs between 0.096 and 0.391: a single occupation no longer describes the trap. At 1 Hz the range is 0.0002 to 0.978. The upper end is still below 0.997, because the high phase lasts $x=7.92\times0.5=3.96$ relaxation times and leaves a remainder of about $e^{-3.96}=0.02$.

**Q.** At 10 kHz the charge hardly moves. Is the trap then in equilibrium at some intermediate gate voltage?

**A.** Its occupation can be matched by such a voltage, but its state is not equilibrium. The short-period form of (12), divided by $T$, gives the net number of captures in the high phases per unit time:

$$J=\frac{(p_H-p_L)\,xy}{(x+y)T}
=\frac{d(1-d)\,r_Hr_L(p_H-p_L)}{\langle r\rangle}.$$

With $r_jp_j=c_j$, the product in the numerator is $c_Hr_L-c_Lr_H=c_He_L-c_Le_H$, so

$$J=\frac{d(1-d)(c_He_L-c_Le_H)}{\langle r\rangle}. \tag{14}$$

Here $J=0.25\times7.893\times28.083/18.00=3.08$ s$^{-1}$, the product $c_Le_H$ being negligible. On average each trap takes up about three holes per second in the high phases and returns them in the low phases. Shortening the period further does not stop this exchange. It spreads it over more periods, so that each contributes less. At a fixed gate voltage in equilibrium, the net capture rate is zero.

**Q.** Still, which intermediate voltage would match the occupation? I would try the average field.

**A.** Define an effective energy difference by the equilibrium relation

$$D_{\rm eff}=kT_{\rm lat}\ln\frac{1-p^*}{p^*}=kT_{\rm lat}\ln\frac{\langle e\rangle}{\langle c\rangle}.$$

In the example, capture takes place mainly in the high phase and emission mainly in the low phase. Neglecting the other two processes gives

$$D_{\rm eff}\approx kT_{\rm lat}\ln\frac{1-d}{d}+kT_{\rm lat}\ln\frac{e_L}{c_H}.$$

By (10) and (11), the last term is

$$\frac{(R+D_H)^2-(R-D_L)^2}{4R}
=\frac{D_H+D_L}{2}+\frac{D_H^2-D_L^2}{4R}.$$

With $M=(D_H+D_L)/2$ and $D_H^2-D_L^2=2M(D_H-D_L)$,

$$D_{\rm eff}\approx kT_{\rm lat}\ln\frac{1-d}{d}
+M\left[1+\frac{D_H-D_L}{2R}\right]. \tag{15}$$

The average field instead gives $d\,D_H+(1-d)D_L$, which is linear in $d$. At half duty the logarithm vanishes and the average field gives $M=0.05$ eV. Equation (15) gives $0.05(1-0.5/4)=0.0438$ eV, in agreement with the value from $p^*$, which is $1.61\times10^{-3}$ hartree. The difference from $M$ is small compared with $kT_{\rm lat}$, so your guess of 0.190 is not far from 0.219.

This depends on the equal parabolas and prefactors, and on the small value of $M(D_H-D_L)/(2R)$. It also depends on the duty. The two estimates cross near $d=0.52$ and meet again only as $d\to0$ or $d\to1$; half duty happens to lie close to the crossing. Already at $d=0.6$ the average field predicts 0.50, whereas $p^*=0.30$. At $d=0.1$ the average field predicts 0.0007, whereas $p^*=0.030$. At $d=0.9$ it predicts 0.987, whereas $p^*=0.715$.

**Q.** Real gate signals have finite slopes. Does any of this survive without the sharp edges?

**A.** Equations (2) to (4) and the bound (8) do, for any periodic waveform whose rates obey the assumptions behind (1). For a sinusoidal field between the same two extremes, the averaged rates give $p^*=0.214$. At a period of $10^{-4}$ s, numerical integration finds a largest error of $6.9\times10^{-5}$, below the bound of $1.8\times10^{-4}$. At a period of 1 s the error is 0.60. The bound is then 1.8, which says nothing about a probability.

The square-wave result was also tested without integrating (1), by drawing random capture and emission events for 200000 separate traps at 10 kHz. The positive fraction was 0.2190, with a standard error of 0.0009, consistent with $p^*=0.2193$. The numerical output gives the remaining comparisons.

**Q.** What would make you withdraw the formula for a real transistor?

**A.** Three things. First, an oxide contains many defects, and the condition $\langle r\rangle T\ll1$ must be checked for each separately. A frequency that is high for one may be low for another. Charged neighbours can also shift a trap's energy and so change its rates, against my third assumption. Formula (4) with the rates of an isolated trap can then fail.

Second, a trap with an additional long-lived internal state can have rates that depend on its history. Its charge alone then does not obey (1), and neither (4) nor (8) follows. A mere lag of the rates behind the gate is less serious. If they remain periodic functions of time, independent of the trap's history, (1), (4) and (8) still hold with the actual rates, but (5) with the rates measured at fixed gate voltage can fail.

Third, the measurement must not change the occupation. If switching stops and the gate rests at the low level, the excess over $p_L$ decays as $e^{-r_Lt}$. In the example $1/r_L=1/28.09\ \text{s}^{-1}=0.036$ s. A reading delayed by that time finds the excess reduced by a factor $e$, the base of natural logarithms. It reports the recovery after switching, not the occupation during it.

## Values computed for the example and the checks

```
temperature 400 K; kT 0.03447 eV
relaxation energy 2.00 eV; depth 10.0 angstrom
zero-field energy difference 0.50 eV
rate prefactor 1.0e+06 1/s; period 1.0e-04 s
high: field 0.070 V/angstrom; D -0.200 eV
  barriers: capture 0.40500 eV, emission 0.60500 eV
  rates: capture 7.8927 1/s, emission 0.023842 1/s
  static occupation 0.996988 (no unit)
low: field 0.020 V/angstrom; D 0.300 eV
  barriers: capture 0.66125 eV, emission 0.36125 eV
  rates: capture 0.0046625 1/s, emission 28.083 1/s
  static occupation 0.000166 (no unit)
main duty 0.50 (no unit)
mean capture rate 3.94867 1/s
mean emission rate 14.05364 1/s
fast-limit occupation 0.219342 (no unit)
mean total rate times period 1.8002e-03 (no unit)
error bound 3.9487e-04 (no unit)
integrated swing 3.0781e-04 (no unit)
net captures in H per unit time 3.07813 1/s
relaxation time 0.05555 s = 2.2964e+15 atomic units
effective energy 0.04376 eV = 1.6081e-03 hartree
duty comparison: occupations have no unit
  duty 0.1: fast 0.03043, static mean 0.09985, mean field 0.00071
    effective energy 0.11931 eV, estimate 0.11949 eV
  duty 0.5: fast 0.21934, static mean 0.49858, mean field 0.18991
    effective energy 0.04376 eV, estimate 0.04375 eV
  duty 0.9: fast 0.71513, static mean 0.89731, mean field 0.98728
    effective energy -0.03173 eV, estimate -0.03199 eV
frequency comparison at main duty: occupations have no unit
  10000 Hz: end L 0.21919, end H 0.21950, midpoint 0.21934
  100 Hz: end L 0.20422, end H 0.23498, midpoint 0.21960
  10 Hz: end L 0.09600, end H 0.39051, midpoint 0.24326
  1 Hz: end L 0.00017, end H 0.97795, midpoint 0.48906
halving period: midpoint error ratio 3.9975, swing ratio 1.9993 (no unit)
sinusoidal field: fast occupation 0.21431 (no unit)
  period 1e-04 s: largest error 6.862e-05, bound 1.795e-04
  period 1e-02 s: largest error 6.915e-03, bound 1.795e-02
  period 1e+00 s: largest error 6.017e-01, bound 1.795e+00
random simulation: 200000 traps, occupation 0.21899, standard error 0.00093
```
